# Multiphoton resonances of a polar two-level molecule in a cavity

## What symmetry fixes

A polar molecule with ground state \(g\) and excited state \(e\), separated by the energy \(\Delta\), shares a cavity with one field mode of frequency \(\omega\). When \(\Delta\) is close to \(n\omega\), the molecule can be excited by absorbing \(n\) photons. The coupling \(G\) responsible for this is an energy, so with \(\hbar=1\) it must be \(\omega\) times a function of dimensionless numbers. These numbers are the elements of the dipole matrix, multiplied by the vacuum field and divided by \(\omega\):

\[
\hat\eta=\eta_g|g\rangle\langle g|+\eta_e|e\rangle\langle e|+\eta_t\sigma_x,\qquad \sigma_x=|e\rangle\langle g|+|g\rangle\langle e| .
\]

The first two elements are the permanent dipoles and \(\eta_t\) is the transition dipole, made real by the choice of phase of \(|e\rangle\). The Hamiltonian, justified below, is

\[
H=\Delta|e\rangle\langle e|+\omega(a^\dagger+\hat\eta)(a+\hat\eta). \tag{1}
\]

Three observations restrict \(G\).

First, the unitary operator \(e^{c(a^\dagger-a)}\) with real \(c\) replaces \(a\) by \(a-c\). In (1) this is the same as replacing \(\hat\eta\) by \(\hat\eta-c\). A common part of the two permanent dipoles therefore has no effect on the spectrum, which can depend on them through the difference \(\delta=\eta_e-\eta_g\) alone.

Second, choose \(c=(\eta_g+\eta_e)/2\). The permanent elements become \(\mp\delta/2\), and \(\hat\eta^2\) becomes the constant \(\delta^2/4+\eta_t^2\). What remains is linear in \(a+a^\dagger\), so each action of the coupling changes the photon number by one. Exchanging \(n\) photons takes at least \(n\) actions. To first order in \(\eta_t\), one of them flips the molecule and the other \(n-1\) use \(\delta\).

Third, the photon parity \((-1)^{a^\dagger a}\) reverses the signs of both \(\delta\) and \(\eta_t\), and multiplies a matrix element between states differing by \(n\) photons by \((-1)^n\). An amplitude linear in \(\eta_t\) thus has parity \((-1)^{n-1}\) in \(\delta\). Together,

\[
G=\omega\,\eta_t\,\delta^{\,n-1}f(\delta^2), \tag{2}
\]

with \(f\) depending on \(n\) and on the photon number. Symmetry cannot supply \(f\). Two derivations follow.

## The model

In the dipole gauge and for a mode field uniform over the molecule,

\[
H=\Delta|e\rangle\langle e|+\omega a^\dagger a+E_{\rm vac}\hat d\,(a+a^\dagger)+\frac{\hat d^2}{2\varepsilon_0V},\qquad E_{\rm vac}^2=\frac{\omega}{2\varepsilon_0V}. \tag{3}
\]

Here \(\hat d\) is the dipole component along the polarization, \(V\) is the mode volume, and the zero-point energy is dropped. The phase of \(a\) is chosen to make the linear term positive. With \(\hat\eta=E_{\rm vac}\hat d/\omega\), the linear term is \(\omega\hat\eta(a+a^\dagger)\). The last term, the dipole self-energy, is \(E_{\rm vac}^2\hat d^2/\omega=\omega\hat\eta^2\). The sum is (1).

The two-level model squares the \(2\times2\) dipole matrix. Squaring the full dipole operator first and projecting afterwards would add contributions from higher molecular states. These, along with other modes and losses, are left out.

## First derivation: a displacement that depends on the state

Separate the permanent part \(\hat D=\eta_g|g\rangle\langle g|+\eta_e|e\rangle\langle e|\), so that \(\hat\eta=\hat D+\eta_t\sigma_x\). Multiplying out (1), keeping the order of \(\hat D\) and \(\sigma_x\), and using \(\sigma_x^2=1\) gives

\[
\frac{H-\Delta|e\rangle\langle e|}{\omega}=(a^\dagger+\hat D)(a+\hat D)+\eta_t\left[\sigma_x(a+\hat D)+(a^\dagger+\hat D)\sigma_x\right]+\eta_t^2 .
\]

Now take \(U=\exp[\hat D(a^\dagger-a)]\). Since \([a^\dagger,a]=-1\),

\[
UaU^\dagger=a+[\hat D(a^\dagger-a),a]=a-\hat D .
\]

Higher commutators vanish because \(\hat D\) commutes with itself and with the field. Hence \(U(a+\hat D)U^\dagger=a\), and the first product becomes \(a^\dagger a\). The permanent-dipole coupling and its self-energy have cancelled together.

The price is paid by the flip operator. In \(U|e\rangle\langle g|U^\dagger\), the left factor sees \(\eta_e\) and the right factor sees \(\eta_g\):

\[
U|e\rangle\langle g|U^\dagger=|e\rangle\langle g|\,e^{\eta_e(a^\dagger-a)}e^{-\eta_g(a^\dagger-a)}=|e\rangle\langle g|\,\mathcal D,\qquad \mathcal D=e^{\delta(a^\dagger-a)} .
\]

The transformed Hamiltonian \(H'=UHU^\dagger\) is therefore

\[
H'=\Delta|e\rangle\langle e|+\omega a^\dagger a+\omega\eta_t^2+\omega\eta_t\left[|e\rangle\langle g|(a^\dagger\mathcal D+\mathcal Da)+\text{h.c.}\right]. \tag{4}
\]

No approximation has been made within model (1).

The bracket simplifies. From \(\mathcal D^\dagger a\mathcal D=a+\delta\) follows \([a,\mathcal D]=\delta\mathcal D\), and likewise \([a^\dagger,\mathcal D]=\delta\mathcal D\). Then

\[
[a^\dagger a,\mathcal D]=a^\dagger[a,\mathcal D]+[a^\dagger,\mathcal D]a=\delta(a^\dagger\mathcal D+\mathcal Da).
\]

Between number states the left side gives \((m-k)\mathcal D_{mk}\), so

\[
V_{mk}\equiv\langle e,m|H'|g,k\rangle=\omega\eta_t\frac{m-k}{\delta}\mathcal D_{mk}. \tag{5}
\]

At \(\delta=0\) the limit is understood. The element with \(m=k\) vanishes: this coupling cannot flip the molecule while leaving the displaced photon number unchanged.

To find \(\mathcal D_{mk}\), write \(\mathcal D=e^{-\delta^2/2}e^{\delta a^\dagger}e^{-\delta a}\). Acting to the left, \(e^{\delta a^\dagger}\) takes \(r\) photons from \(\langle N|\). Acting to the right, \(e^{-\delta a}\) takes \(q\) photons from \(|N+n\rangle\). The remainders match if \(q=n+r\). With the factors \(\sqrt{N!/(N-r)!}\) and \(\sqrt{(N+n)!/(N-r)!}\),

\[
\begin{aligned}
\mathcal D_{N,N+n}&=e^{-\delta^2/2}\sum_{r=0}^{N}\frac{\delta^r(-\delta)^{n+r}}{r!\,(n+r)!}\frac{\sqrt{N!(N+n)!}}{(N-r)!}\\
&=e^{-\delta^2/2}(-\delta)^n\sqrt{\frac{N!}{(N+n)!}}\sum_{r=0}^{N}\frac{(-1)^r(N+n)!\,\delta^{2r}}{(N-r)!(n+r)!\,r!}.
\end{aligned}
\]

The last sum is the associated Laguerre polynomial \(L_N^{(n)}(\delta^2)\). Inserting this in (5), where \(m-k=-n\), cancels one factor \(-\delta\):

\[
G_{n,N}=\omega\eta_t\,n(-\delta)^{n-1}e^{-\delta^2/2}\sqrt{\frac{N!}{(N+n)!}}\,L_N^{(n)}(\delta^2). \tag{6}
\]

This has the form (2).

At \(\Delta=n\omega\), the states \(|g,N+n\rangle\) and \(|e,N\rangle\) are degenerate. Different pairs lie at least \(\omega\) apart. If the off-resonant elements are small compared with \(\omega\), and the higher-order coupling they produce is small compared with \(|G_{n,N}|\), each pair can be treated alone, apart from a shift of the resonance found below. With detuning \(\epsilon=\Delta-n\omega\), the pair energies are

\[
E_\pm=\bar E\pm\tfrac12\sqrt{\epsilon^2+4G_{n,N}^2}, \tag{7}
\]

where \(\bar E\) is their mean. In this approximation the smallest splitting is \(2|G_{n,N}|\).

## Second derivation: two displaced oscillators

The same result can be found without transforming the Hamiltonian. Use the field coordinate \(x=(a+a^\dagger)/\sqrt2\) and its conjugate momentum \(p\). Measured in units of \(\omega\), the field part of (1) is

\[
(a^\dagger+\hat\eta)(a+\hat\eta)=\tfrac12p^2+\tfrac12(x+\sqrt2\,\hat\eta)^2-\tfrac12 .
\]

For each molecular state \(s=g,e\), the diagonal element is \(h_s+\eta_t^2\), with

\[
h_s=\tfrac12p^2+\tfrac12(x+\sqrt2\,\eta_s)^2-\tfrac12 .
\]

This is an oscillator centred at \(-\sqrt2\,\eta_s\), with eigenvalues \(k=0,1,2,\ldots\) and eigenfunctions \(\phi_k(x+\sqrt2\,\eta_s)\). A permanent dipole moves the parabola without changing its level energies.

The off-diagonal element comes from \(\sqrt2\,x\hat\eta+\hat\eta^2\):

\[
W=\eta_t(\sqrt2\,x+\eta_g+\eta_e).
\]

Compare it with the difference of the two oscillators, in which \(p^2\) and \(x^2\) cancel:

\[
h_e-h_g=\sqrt2\,(\eta_e-\eta_g)x+\eta_e^2-\eta_g^2=\delta(\sqrt2\,x+\eta_g+\eta_e).
\]

Thus \(W=(\eta_t/\delta)(h_e-h_g)\). Let \(h_e\) act on the excited-state function to its left and \(h_g\) on the ground-state function to its right. Then

\[
\langle m_e|W|k_g\rangle=\frac{\eta_t}{\delta}(m-k)F_{mk},\qquad F_{mk}=\int\phi_m(x+\sqrt2\,\eta_e)\phi_k(x+\sqrt2\,\eta_g)\,dx .
\]

This is (5), with an overlap of displaced oscillator functions in place of an operator element. It also shows why equal photon numbers do not couple: \(W\) changes sign midway between the two minima, and the contributions from the two sides cancel.

The overlaps follow from the generating function

\[
\sum_k\frac{s^k}{\sqrt{k!}}\phi_k(y)=\pi^{-1/4}\exp\left(-\tfrac12y^2+\sqrt2\,sy-\tfrac12s^2\right).
\]

Set \(y=x+\sqrt2\,\eta_g\), so that the excited-state argument is \(y+\sqrt2\,\delta\). Multiplying two generating functions, with variables \(t\) and \(s\), gives the exponent

\[
-y^2+\sqrt2\,(t+s-\delta)y-\delta^2+2t\delta-\tfrac12(t^2+s^2).
\]

The Gaussian integral replaces the terms in \(y\) by \(\frac12(t+s-\delta)^2\). After expansion of this square, the terms in \(t^2\) and \(s^2\) cancel, leaving

\[
\sum_{m,k}\frac{t^ms^k}{\sqrt{m!\,k!}}F_{mk}=\exp\left(ts+\delta t-\delta s-\tfrac12\delta^2\right). \tag{8}
\]

Write the exponential as \(e^{-\delta^2/2}e^{\delta t}e^{s(t-\delta)}\). The coefficient of \(s^{N+n}\) contains \((t-\delta)^{N+n}/(N+n)!\). To obtain \(t^N\), take \(t^{N-r}\) from this power and \(t^r\) from \(e^{\delta t}\). The coefficient is

\[
e^{-\delta^2/2}\sum_{r=0}^N\frac{(-\delta)^{n+r}}{(N-r)!(n+r)!}\frac{\delta^r}{r!}.
\]

Multiplication by \(\sqrt{N!(N+n)!}\) gives the sum found in the first derivation, and hence (6).

The pair can now be followed in time. At resonance, amplitudes \(c_g\) and \(c_e\) obey \(i\dot c_g=Gc_e\) and \(i\dot c_e=Gc_g\), apart from a common phase. Starting with \(c_g=1\), the excited-state probability is \(\sin^2(Gt)\). Transfer is complete within this approximation at

\[
t=\frac{\pi}{2|G|}. \tag{9}
\]

## What each derivation assumes

Both rest on one harmonic mode, a two-level dipole matrix and the square of that matrix in the self-energy. Both use the isolated-pair approximation at the end.

The first needs the boson commutator and the fact that \(\hat D\) is diagonal. It yields the whole Hamiltonian (4) before any resonance is selected, and remains regular at \(\delta=0\) until (5) is written as a quotient. The second needs a coordinate representation and two parabolas of equal curvature. It divides by \(\delta\) from the start, so equal dipoles must be reached as a limit. In return, it identifies the coupling as an energy difference times an overlap.

The self-energy matters in both, unless \(\eta_g+\eta_e=0\), when it is a constant. Omitting it subtracts

\[
\omega\hat\eta^2=\omega\left[\hat D^2+\eta_t^2+\eta_t(\eta_g+\eta_e)\sigma_x\right].
\]

Apart from a common constant, the diagonal part lowers the levels by \(\omega\eta_g^2\) and \(\omega\eta_e^2\) and moves the leading resonance condition to \(\Delta=n\omega+\omega(\eta_e^2-\eta_g^2)\). The off-diagonal part adds \(-\omega\eta_t(\eta_g+\eta_e)\mathcal D_{N,N+n}\) to the coupling. By (5), \(\omega\eta_t\mathcal D_{N,N+n}=-\delta G_{n,N}/n\), so

\[
G_{n,N}\longrightarrow G_{n,N}\left[1+\frac{\delta(\eta_g+\eta_e)}{n}\right]. \tag{10}
\]

The separate dipoles now matter, and the shift symmetry used at the beginning is lost.

The photon number also needs care. In this gauge the transverse electric field is the displacement field minus the polarization, proportional to \(a+a^\dagger+2\hat\eta\). In the state \(U^\dagger|g,0\rangle\), the mean of \(a\) is \(-\eta_g\) and that of \(\hat\eta\) is \(\eta_g\). The mean field is zero, although the mean of \(a^\dagger a\) is \(\eta_g^2\). The labels \(N\) and \(N+n\) count quanta about the displaced origins.

## Corrections and limits

The off-resonant elements first shift the resonance. At \(\Delta=n\omega\), the state \(|g,N+n\rangle\) couples to \(|e,m\rangle\), which lies higher by \((m-N)\omega\). The state \(|e,N\rangle\) couples to \(|g,k\rangle\), which lies lower by \((N+n-k)\omega\). Second-order perturbation theory gives the level shifts

\[
S_g=-\sum_{m\ne N}\frac{|V_{m,N+n}|^2}{(m-N)\omega},\qquad
S_e=\sum_{k\ne N+n}\frac{|V_{N,k}|^2}{(N+n-k)\omega}.
\]

The pair is resonant again when \(\Delta^*+S_e=n\omega+S_g\), so

\[
\Delta^*-n\omega=S_g-S_e. \tag{11}
\]

Two flips return the molecule to its initial state, so second order adds no coupling within the pair. Corrections to the gap begin at relative order \(\eta_t^2\), for fixed nonzero \(\delta\) and away from zeros of (6).

For small \(\delta\), \(L_N^{(n)}(0)=(N+n)!/(N!\,n!)\) gives

\[
G_{n,N}\simeq\omega\eta_t\frac{(-\delta)^{n-1}}{(n-1)!}\sqrt{\frac{(N+n)!}{N!}} .
\]

For \(n=1\) this is the familiar \(\omega\eta_t\sqrt{N+1}\). For \(n=2\) it vanishes with \(\delta\), as parity requires.

For \(n=3\), a process outside (6) survives at \(\delta=0\). The path \(|g,3\rangle\to|e,2\rangle\to|g,1\rangle\to|e,0\rangle\) has elements \(\omega\eta_t\) times \(\sqrt3,\sqrt2,1\). Its intermediate energies are \(5\omega\) and \(\omega\), against \(3\omega\) for the end states. Hence

\[
G^{(3)}=\frac{\sqrt6\,\omega^3\eta_t^3}{(-2\omega)(2\omega)}=-\frac{\sqrt6}{4}\omega\eta_t^3, \tag{12}
\]

and the splitting is \(\sqrt6\,\omega\eta_t^3/2\). For small \(\delta\), (6) gives \(G_{3,0}\simeq\sqrt6\,\omega\eta_t\delta^2/2\). The ratio of magnitudes is \(\eta_t^2/(2\delta^2)\). Using (6) for this resonance therefore requires \(\eta_t\ll|\delta|\), in addition to \(\eta_t\ll1\).

Larger displacement does not imply stronger coupling. For \(N=0\), \(|G|\) varies as \(|\delta|^{n-1}e^{-\delta^2/2}\). Setting its logarithmic derivative \((n-1)/|\delta|-|\delta|\) to zero puts the maximum at \(\delta^2=n-1\) for \(n\ge2\). For \(N=1\), \(L_1^{(n)}(\delta^2)=n+1-\delta^2\) vanishes at \(\delta^2=n+1\), because the contributions to the overlap cancel. Near such a zero, higher orders in \(\eta_t\) determine the gap. At \(n=2\), \(\delta^2=3\) and \(\eta_t=0.01\), diagonalization gives an \(N=1\) gap \(3.1\times10^{-4}\) times the \(N=0\) gap.

## A numerical case

Take round model parameters in Rydberg atomic units, where \(\hbar=1\), \(4\pi\varepsilon_0=1\) and \(e^2=2\). Let \(\omega=0.02\) Ry and \(eE_{\rm vac}=0.004\) Ry/bohr. The dipole lengths \(d/e\) are 1, 4 and 0.25 bohr for \(g\), \(e\) and the transition. Then

\[
\eta_g=\frac{0.004\times1}{0.02}=0.2,\quad \eta_e=0.8,\quad \eta_t=0.05,\quad \delta=0.6 .
\]

From (3), \(V=4\pi\omega/(eE_{\rm vac})^2\), or about \(1.57\times10^4\) bohr³. So strong a vacuum field requires a mode volume only about 25 bohr across. The wavelength at 0.02 Ry is about \(8.6\times10^4\) bohr, so an empty metal box of this size has no such mode. In a nanostructure that confines the field so tightly, neither a uniform field over the molecule nor the self-energy in (3) can be taken for granted. The numbers illustrate model (1); they do not describe a device.

For \(n=2\), \(N=0\), the Laguerre polynomial is 1 and (6) gives

\[
2|G|=2(0.02)(0.05)(2)(0.6)\frac{0.8353}{\sqrt2}\ \text{Ry}=1.418\times10^{-3}\ \text{Ry},
\]

or 19.3 meV. Diagonalizing the undisplaced Hamiltonian (1) gives the same value to these digits. The one-photon splitting at \(N=0\) is \(1.67\times10^{-3}\) Ry, so the two-photon resonance is nearly as strong: the permanent dipoles supply the second photon at the cost of a factor \(\sqrt2\,\delta=0.85\).

The Laguerre factor also alters the growth with photon number. For \(n=1\), the predicted splittings for \(N=0,1,2\) are 1.67, 1.94 and 1.91 in units of \(10^{-3}\) Ry. The factor \(L_N^{(1)}/\sqrt{N+1}\) is 1, 1.16 and 1.15, whereas for equal permanent dipoles it would be \(\sqrt{N+1}\).

Over \(n=1,2,3\) and \(N=0,1,2\), the largest discrepancy is 1.2% of the predicted splitting, at \(n=1\), \(N=2\). In a separate test with \(\eta_t=0.01\) and 0.02, the largest relative error rises by a factor 4.00, as expected for a correction proportional to \(\eta_t^2\). For \(n=3\), \(N=0\), the computed gap is 0.6% below (6). The estimate \(\eta_t^2/(2\delta^2)\) gives 0.35%, with the same sign because (12) opposes \(G_{3,0}\); it omits corrections of higher order in \(\delta\).

The resonance shift matters even when the gap is accurate. For \(n=2\), \(N=0\), (11) gives \(-1.24\times10^{-4}\) Ry, in agreement with diagonalization to these digits. This is 9% of the splitting. For \(n=3\), \(N=0\), the shift is 23% of the splitting. If \(\Delta\) were left at \(3\omega\), the pair model would limit the transfer probability to \(1/(1+0.23^2)\simeq0.95\).

With \(\Delta\) at the shifted two-photon resonance, (9) gives a transfer time of 107 fs. Evolution under (1) from \(U^\dagger|g,2\rangle\) then reaches \(U^\dagger|e,0\rangle\) with probability 0.996. Cavity loss and molecular relaxation would have to be slow on this time scale for the exchange to be seen.

Leaving out the self-energy would move the leading resonance condition by \(0.02(0.64-0.04)=0.012\) Ry, more than eight times the two-photon splitting. Equation (10) predicts a splitting larger by \(1+0.6/2=1.3\), or \(1.84\times10^{-3}\) Ry; diagonalization gives \(1.83\times10^{-3}\) Ry. The remaining values are in the numerical output.

## Numbers as computed

```
mode energy = 0.0200 Ry
e times vacuum field = 0.0040 Ry/bohr
dipole lengths g, e, transition = (1.0, 4.0, 0.25) bohr
mode volume = 15708.0 bohr^3
eta_g, eta_e, eta_t = 0.200, 0.800, 0.050
delta = 0.600; exp(-delta^2/2) = 0.835270
largest displaced-frame matrix error = 5.3e-15 omega
Splittings 2|G| (formula) and minimum gaps (diagonalization):
n=1 N=0 L=1.0000 formula=1.6705e-03 Ry gap=1.6670e-03 Ry
n=1 N=1 L=1.6400 formula=1.9373e-03 Ry gap=1.9257e-03 Ry
n=1 N=2 L=1.9848 formula=1.9143e-03 Ry gap=1.8911e-03 Ry
n=2 N=0 L=1.0000 formula=1.4175e-03 Ry gap=1.4177e-03 Ry
n=2 N=1 L=2.6400 formula=2.1606e-03 Ry gap=2.1619e-03 Ry
n=2 N=2 L=4.6248 formula=2.6763e-03 Ry gap=2.6774e-03 Ry
n=3 N=0 L=1.0000 formula=7.3655e-04 Ry gap=7.3232e-04 Ry
n=3 N=1 L=3.6400 formula=1.3405e-03 Ry gap=1.3336e-03 Ry
n=3 N=2 L=8.2648 formula=1.9250e-03 Ry gap=1.9175e-03 Ry
Resonance shifts (second order) and (diagonalization):
n=1 N=0 second order=-2.067e-05 Ry found=-2.045e-05 Ry
n=1 N=1 second order=1.188e-05 Ry found=1.332e-05 Ry
n=1 N=2 second order=6.561e-05 Ry found=6.894e-05 Ry
n=2 N=0 second order=-1.237e-04 Ry found=-1.240e-04 Ry
n=2 N=1 second order=-1.336e-04 Ry found=-1.338e-04 Ry
n=2 N=2 second order=-1.012e-04 Ry found=-9.978e-05 Ry
n=3 N=0 second order=-1.717e-04 Ry found=-1.723e-04 Ry
n=3 N=1 second order=-2.510e-04 Ry found=-2.531e-04 Ry
n=3 N=2 second order=-3.048e-04 Ry found=-3.091e-04 Ry
largest relative gap error, eta_t=0.01: 4.83e-04
largest relative gap error, eta_t=0.02: 1.93e-03
ratio of these errors = 4.003
n=2 N=0 formula splitting = 19.286 meV
n=2 N=0 minimum gap = 19.288 meV
n=2 transfer time = 107.22 fs
n=2 transfer probability = 0.9960
no self-energy: n=2 gap = 1.8320e-03 Ry
no self-energy: leading resonance offset = 1.2000e-02 Ry
no self-energy: predicted coupling factor = 1.3000
equal dipoles: n=2 gap below 1e-6 omega: True
equal dipoles: n=3 gap = 3.0647e-06 Ry
equal dipoles: n=3 third order = 3.0619e-06 Ry
delta^2=3, eta_t=0.01: gap N=1 / gap N=0 = 3.08e-04
```
